# Thermophoretic drift of a small sphere in a free-molecular monatomic gas: a numerical check

```python
"""Thermophoresis of a small sphere in a free-molecular monatomic gas.
Result under test: drift velocity V = C q / (5 p (1 + pi alpha/8)), independent
of the sphere radius R, with q = -kappa grad T the heat flux, p the pressure,
alpha the fraction of atoms re-emitted diffusely (the rest is specular), and
C a number fixed by the collisions in the gas (1 for a single Sonine term).
Reduced units in the tests: m = k_B T = n = R = 1, so p = 1.
The collision matrix uses velocities in units of c0 = sqrt(2 k_B T / m).
The worked example uses SI internally and prints practical units.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import roots_genlaguerre, eval_genlaguerre

pi = np.pi
leggauss = np.polynomial.legendre.leggauss

# ---------- direct momentum balance on the surface of the sphere ----------
x, wx = leggauss(60)
speed = (5.5 * (x + 1))[None, :, None, None]
w_speed = (5.5 * wx)[None, :, None, None]
cos_n, w_n = leggauss(16)              # polar cosine of the surface normal
normal_z = cos_n[:, None, None, None]
x, wx = leggauss(24)
cos_in = (0.5 * (x + 1))[None, None, :, None]   # incidence cosine
w_in = (0.5 * wx)[None, None, :, None]
psi = (2 * pi * np.arange(16) / 16)[None, None, None, :]
vel_z = speed * (-normal_z * cos_in - np.sqrt(1 - normal_z**2)
                 * np.sqrt(1 - cos_in**2) * np.cos(psi))
measure = speed**3 * cos_in * w_speed * w_in * (2 * pi / 16)


def surface_force(gas, alpha, wall_temperature=1.0):
    """z force; gas(cz, c2, nz) is the distribution of arriving atoms.
    wall_temperature None means a locally heat-insulated surface."""
    rate = measure * gas(vel_z, speed**2, normal_z)
    axes = (1, 2, 3)
    flux = rate.sum(axis=axes)
    momentum = (rate * vel_z).sum(axis=axes)
    specular = (-2 * rate * speed * cos_in).sum(axis=axes) * cos_n
    if wall_temperature is None:
        wall_temperature = (rate * speed**2 / 2).sum(axis=axes) / (2 * flux)
    diffuse = momentum - flux * np.sqrt(pi * wall_temperature / 2) * cos_n
    return 2 * pi * np.sum(w_n * ((1 - alpha) * specular + alpha * diffuse))


def maxwell(c2):
    return (2 * pi)**-1.5 * np.exp(-c2 / 2)


def moving(gas, velocity):
    """Distribution seen from a sphere moving along z."""
    return lambda cz, c2, nz: gas(cz + velocity,
                                  c2 + 2 * cz * velocity + velocity**2, nz)


def equilibrium(cz, c2, nz):
    return maxwell(c2) + 0 * cz


# Force identity far from equilibrium: surface sum against velocity moments.
fast = moving(equilibrium, -0.8)
x, wx = leggauss(100)
c = (6 * (x + 1))[:, None]
mu, wmu = leggauss(50)
f_fast = maxwell(c**2 - 1.6 * c * mu + 0.64)
weight = 2 * pi * c**2 * (6 * wx)[:, None] * wmu * f_fast
moment_cc = np.sum(weight * c * c * mu)
moment_c = np.sum(weight * c * mu)
for alpha in (0.0, 0.6, 1.0):
    identity = pi * (moment_cc + alpha * 2 / 3 * np.sqrt(pi / 2) * moment_c)
    assert abs(surface_force(fast, alpha) / identity - 1) < 1e-6

# Drag at small speed, including a particle hotter than the gas.
for alpha, t_wall in ((0.0, 1.0), (0.5, 1.0), (1.0, 1.0), (1.0, 1.2)):
    drag = surface_force(moving(equilibrium, 1e-3), alpha, t_wall)
    law = -8/3 * np.sqrt(2*pi) * (1 + pi*alpha*np.sqrt(t_wall)/8) * 1e-3
    assert abs(drag / law - 1) < 1e-5

# Thermal force and force-free drift for a one-term heat-flux distribution.
q_test = 1e-3
mean_speed = np.sqrt(8 / pi)


def one_term(cz, c2, nz):
    return maxwell(c2) * (1 + q_test * cz * (c2 / 5 - 1))


def free_drift(gas, alpha, t_wall=1.0):
    return brentq(lambda v: surface_force(moving(gas, v), alpha, t_wall),
                  0.0, 1e-3, xtol=1e-12)


thermal_law = 32 / 15 * q_test / mean_speed
for alpha in (0.0, 0.5, 1.0):
    assert abs(surface_force(one_term, alpha) / thermal_law - 1) < 1e-6
for alpha, t_wall in ((0.0, 1.0), (0.5, 1.0), (1.0, 1.0), (1.0, 1.2)):
    law = q_test / (5 * (1 + pi * alpha * np.sqrt(t_wall) / 8))
    assert abs(free_drift(one_term, alpha, t_wall) / law - 1) < 1e-5
insulated_ratio = surface_force(one_term, 1.0, None) / thermal_law
assert abs(insulated_ratio - (1 + 5 * pi / 32)) < 1e-5

# Force due to the variation of the gas across the sphere at uniform pressure.
gradient = 1e-3


def varying(cz, c2, nz):
    t = 1 + gradient * nz
    return (2*pi*t)**-1.5 / t * np.exp(-c2 / (2*t)) + 0 * cz


assert abs(surface_force(varying, 1.0) / (pi / 3 * gradient) - 1) < 1e-5
assert abs(surface_force(varying, 0.0)) < 1e-8

# Logarithmic temperature derivative of the Maxwellian at fixed pressure.


def log_maxwell(c2, t):
    return -2.5 * np.log(t) - 1.5 * np.log(2 * pi) - c2 / (2 * t)


for c2 in (0.3, 4.0, 11.0):
    slope = (log_maxwell(c2, 1 + 1e-4) - log_maxwell(c2, 1 - 1e-4)) / 2e-4
    assert abs(slope - (c2 / 2 - 2.5)) < 1e-5

# ---------- collision matrix of the gas in Sonine polynomials ----------


def sonine(k, w2):
    return eval_genlaguerre(k, 1.5, w2)


def collision_matrix(terms, hard):
    """Isotropic scattering; pair rate proportional to relative speed
    (hard spheres) or independent of it."""
    xa, wa = roots_genlaguerre(24, 0.5)
    xb, wb = roots_genlaguerre(24, 1.0 if hard else 0.5)
    m_, wm = leggauss(24)
    centre = np.sqrt(xa / 2)[:, None, None]
    rel = np.sqrt(2 * xb)[None, :, None]
    cosine = m_[None, None, :]
    w_ang = wm / 2
    w_rad = np.outer(wa / wa.sum(), wb / wb.sum())
    base = centre**2 + rel**2 / 4
    cross = centre * rel * cosine
    par, perp = [], []
    for k in range(1, terms + 1):
        s1, s2 = sonine(k, base + cross), sonine(k, base - cross)
        par.append((s1 + s2) * centre + (s1 - s2) * rel * cosine / 2)
        perp.append((s1 - s2) * rel * np.sqrt(1 - cosine**2) / 2)
    matrix = np.zeros((terms, terms))
    for j in range(terms):
        for k in range(terms):
            product = (par[j] * par[k] + perp[j] * perp[k]) @ w_ang
            cov = product - (par[j] @ w_ang) * (par[k] @ w_ang)
            matrix[j, k] = np.sum(w_rad * cov) / 2
    return matrix * (np.sqrt(8 / pi) if hard else 1.0)


def solve_gas(terms):
    """Sonine coefficients (in units 1/(n pi d^2)) and the factor C."""
    rhs = np.zeros(terms)
    rhs[0] = 15 / 4
    coeff = np.linalg.solve(collision_matrix(terms, True), rhs)
    xs, ws = roots_genlaguerre(24, 2.0)
    moments = np.array([2 / np.sqrt(pi) * np.sum(ws * sonine(k, xs))
                        for k in range(1, terms + 1)])
    return coeff, coeff @ moments / (coeff[0] * moments[0])


hard_matrix = collision_matrix(2, True)
# Sampled real hard-sphere collisions, with a five-sigma criterion.
rng = np.random.default_rng(7)
samples = 400000
v1, v2 = rng.normal(0, np.sqrt(0.5), (2, samples, 3))
rel = v1 - v2
g = np.linalg.norm(rel, axis=1)[:, None]
line = rng.normal(size=(samples, 3))
line = line / np.linalg.norm(line, axis=1)[:, None] + rel / g
line /= np.linalg.norm(line, axis=1)[:, None]   # cosine-weighted contact line
kick = np.sum(rel * line, axis=1)[:, None] * line
after1, after2 = v1 - kick, v2 + kick


def flow(k, v):
    return sonine(k, np.sum(v**2, axis=1))[:, None] * v


change = [flow(k, after1) + flow(k, after2) - flow(k, v1) - flow(k, v2)
          for k in (1, 2)]
for j, k in ((0, 0), (0, 1), (1, 1)):
    data = g[:, 0] * np.sum(change[j] * change[k], axis=1) / 4
    error = data.std() / np.sqrt(samples)
    assert error < 0.03 * np.sqrt(hard_matrix[j, j] * hard_matrix[k, k])
    assert abs(data.mean() - hard_matrix[j, k]) < 5 * error

# Rate independent of relative speed: the first Sonine term stands alone.
constant_rate = collision_matrix(6, False)
assert np.max(np.abs(constant_rate[0, 1:])) < 1e-9 * constant_rate[0, 0]

coeff1, c_one = solve_gas(1)
coeff2, c_two = solve_gas(2)
coeff7, c_seven = solve_gas(7)
coeff8, c_factor = solve_gas(8)
assert abs(c_factor - c_seven) < 2e-4
assert abs(coeff8[0] / coeff7[0] - 1) < 1e-4


def hard_sphere_gas(cz, c2, nz):
    series = sum(coeff8[k - 1] / coeff8[0] * sonine(k, c2 / 2)
                 for k in range(1, 9))
    return maxwell(c2) * (1 - q_test * series * cz / 2.5)


hard_drift = free_drift(hard_sphere_gas, 1.0)
assert abs(hard_drift / (c_factor*q_test/(5*(1 + pi/8))) - 1) < 1e-5

# ---------- worked example: particle in low-pressure argon ----------
kB, ev = const.k, const.e
T, pressure_torr, grad_T, gap = 300.0, 0.1, 1000.0, 0.02
R, diameter, alpha = 50e-9, 0.36e-9, 0.9
density_p, kappa_p, hotter = 2200.0, 1.4, 10.0
mass_u = 39.948
mass = mass_u * const.atomic_mass
p = pressure_torr * const.torr
n = p / (kB * T)
c0 = np.sqrt(2 * kB * T / mass)
vbar = np.sqrt(8 * kB * T / (pi * mass))
mfp = 1 / (np.sqrt(2) * pi * diameter**2 * n)
kappa_first = 1.25 * kB * c0 * coeff1[0] / (pi * diameter**2)
kappa = 1.25 * kB * c0 * coeff8[0] / (pi * diameter**2)
closed = 75 / (64 * diameter**2) * np.sqrt(kB**3 * T / (pi * mass))
assert abs(kappa_first / closed - 1) < 1e-10
q = kappa * grad_T


def drift(a, wall_ratio=1.0):
    return c_factor * q / (5 * p * (1 + pi * a * np.sqrt(wall_ratio) / 8))


def thermal_force(radius):
    return c_factor * 32 / 15 * radius**2 * q / vbar


force = thermal_force(R)
friction = 8/3 * R**2 * n * np.sqrt(2*pi*mass*kB*T) * (1 + pi*alpha/8)
V = drift(alpha)
assert abs(force / friction / V - 1) < 1e-10
particle_mass = density_p * 4 / 3 * pi * R**3
relaxation = particle_mass / friction
diffusion = kB * T / friction
size_effect = alpha * pi / 3 * p * R**3 * grad_T / T / force
h = kB * n * vbar / 2
conduct_effect = alpha*5*pi/32 * alpha*h / (alpha*h + kappa_p/R)
au_velocity = const.physical_constants['atomic unit of velocity'][0]
ev_per_angstrom = ev / const.angstrom


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Insulated diffuse sphere, force ratio (one term)", insulated_ratio)
show("Hard-sphere factor C, 1 Sonine term", c_one, digits=6)
show("Hard-sphere factor C, 2 Sonine terms", c_two, digits=6)
show("Hard-sphere factor C, 8 Sonine terms", c_factor, digits=5)
show("Conductivity ratio, 8 terms to 1 term", kappa / kappa_first, digits=5)
show("Input gas temperature", T, "K")
show("Input thermal energy k_B T", kB * T / ev, "eV")
show("Input pressure", pressure_torr, "Torr")
show("Input temperature gradient", grad_T / 100, "K/cm")
show("Input gap", gap * 100, "cm")
show("Input argon mass", mass_u, "u", 5)
show("Input argon hard-sphere diameter (rough)", diameter * 1e9, "nm")
show("Input particle radius", R * 1e9, "nm")
show("Input diffuse fraction alpha (rough)", alpha)
show("Input particle density (rough)", density_p / 1000, "g/cm3")
show("Input particle conductivity (rough)", kappa_p, "W/(m K)")
show("Mean atomic speed", vbar, "m/s")
show("Mean free path", mfp * 1e6, "um")
show("Conductivity, 1 Sonine term", kappa_first, "W/(m K)")
show("Conductivity, 8 Sonine terms", kappa, "W/(m K)")
show("Heat flux", q, "W/m2")
show("Thermal force, R = 50 nm", force / ev_per_angstrom, "eV/angstrom")
show("Thermal force, R = 10 nm", thermal_force(10e-9) / ev_per_angstrom,
     "eV/angstrom")
show("Drift speed to cold side, alpha = 0.9", V * 100, "cm/s")
show("Same drift speed in atomic units", V / au_velocity, "a.u.")
show("Drift speed, alpha = 0", drift(0.0) * 100, "cm/s")
show("Drift speed, alpha = 1", drift(1.0) * 100, "cm/s")
show("Drift speed with C set to 1, alpha = 0.9", V / c_factor * 100, "cm/s")
show("Time to cross the gap", gap / V * 1000, "ms")
show("Neglected: R / mean free path", R / mfp)
show("Neglected: gas variation across sphere / thermal force", size_effect)
show("Neglected: mean free path / gap", mfp / gap)
show("Neglected: mean free path * gradient / T", mfp * grad_T / T)
show("Neglected: drift speed / mean atomic speed", V / vbar)
show("Neglected: particle conduction, relative force", conduct_effect)
show("Assumed particle excess temperature", hotter, "K")
show("Relative drift change from that excess",
     drift(alpha, 1 + hotter / T) / V - 1)
show("Neglected: weight / thermal force", particle_mass * const.g / force)
show("Settling speed", particle_mass * const.g / friction * 100, "cm/s")
show("Velocity relaxation time", relaxation * 1000, "ms")
show("Stopping distance", V * relaxation * 1000, "mm")
show("Brownian diffusion coefficient", diffusion * 1e4, "cm2/s")
show("Brownian rms spread during crossing",
     np.sqrt(2 * diffusion * gap / V) * 1000, "mm")
show("Field giving equal force on one charge", force / ev / 100, "V/cm")
print("all good")
```

Output:

```
Insulated diffuse sphere, force ratio (one term): 1.491
Hard-sphere factor C, 1 Sonine term: 1
Hard-sphere factor C, 2 Sonine terms: 1.02222
Hard-sphere factor C, 8 Sonine terms: 1.0273
Conductivity ratio, 8 terms to 1 term: 1.0252
Input gas temperature: 300 K
Input thermal energy k_B T: 0.02585 eV
Input pressure: 0.1 Torr
Input temperature gradient: 10 K/cm
Input gap: 2 cm
Input argon mass: 39.948 u
Input argon hard-sphere diameter (rough): 0.36 nm
Input particle radius: 50 nm
Input diffuse fraction alpha (rough): 0.9
Input particle density (rough): 2.2 g/cm3
Input particle conductivity (rough): 1.4 W/(m K)
Mean atomic speed: 398.7 m/s
Mean free path: 539.5 um
Conductivity, 1 Sonine term: 0.0176 W/(m K)
Conductivity, 8 Sonine terms: 0.01804 W/(m K)
Heat flux: 18.04 W/m2
Thermal force, R = 50 nm: 1.547e-07 eV/angstrom
Thermal force, R = 10 nm: 6.19e-09 eV/angstrom
Drift speed to cold side, alpha = 0.9: 20.55 cm/s
Same drift speed in atomic units: 9.392e-08 a.u.
Drift speed, alpha = 0: 27.81 cm/s
Drift speed, alpha = 1: 19.97 cm/s
Drift speed with C set to 1, alpha = 0.9: 20 cm/s
Time to cross the gap: 97.34 ms
Neglected: R / mean free path: 9.267e-05
Neglected: gas variation across sphere / thermal force: 2.112e-05
Neglected: mean free path / gap: 0.02698
Neglected: mean free path * gradient / T: 0.001798
Neglected: drift speed / mean atomic speed: 0.0005153
Neglected: particle conduction, relative force: 1.258e-07
Assumed particle excess temperature: 10 K
Relative drift change from that excess: -0.004298
Neglected: weight / thermal force: 0.04556
Settling speed: 0.9361 cm/s
Velocity relaxation time: 0.9546 ms
Stopping distance: 0.1961 mm
Brownian diffusion coefficient: 0.03432 cm2/s
Brownian rms spread during crossing: 0.8175 mm
Field giving equal force on one charge: 15.47 V/cm
all good
```
